# Why heating electrons redshifts the epsilon-near-zero wavelength of indium tin oxide: a numerical check

```python
"""
Result under test: in a band hbar^2 k^2/(2 m) = E + alpha E^2 (alpha > 0),
heating the electrons at fixed density n lowers the plasma frequency and moves
the epsilon-near-zero (ENZ) wavelength to the red.
  D = n/m_opt = sum over occupied states of K(E),   wp^2 = (e^2/eps0) D
  K = (2/s + 1/s^3)/(3 m),  s = 1 + 2 alpha E   (one third of trace of inverse mass)
  eps(w) = eps_inf - wp^2/(w^2 + i Gamma w)
Units inside: eV, nm, free-electron mass m0; 1 nm^-3 = 1e21 cm^-3.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import expit

H2 = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # hbar^2/(2 m0), eV nm^2
KB = sc.k / sc.e                                   # eV/K
PLASMA = 2 * H2 * sc.e / sc.epsilon_0 * 1e9        # (hbar wp)^2 for D = 1 nm^-3/m0
HC = sc.h * sc.c / sc.e * 1e9                      # eV nm

# Round model inputs, rough regime of heavily doped indium tin oxide
DENSITY, MASS, ALPHA = 1.0, 0.25, 0.4
EPS_INF, GAMMA = 4.0, 0.10
T_COLD, T_MID, T_HOT = 300.0, 2000.0, 4000.0
GAP, HOLE_MASS, LATTICE_HEAT = 3.6, 3.0, 2.5       # eV, m0, J/(cm3 K), rough
FILM_NM = 100.0
K_MAX = 40.0


def panel_grid(low, high, panels):
    x, w = np.polynomial.legendre.leggauss(20)
    edges = np.linspace(low, high, panels + 1)
    half = np.diff(edges)[:, None] / 2
    mid = (edges[1:] + edges[:-1])[:, None] / 2
    return (mid + half * x).ravel(), (half * w).ravel()


def kane(k):
    g = H2 * k**2 / MASS
    return 2 * g / (1 + np.sqrt(1 + 4 * ALPHA * g))


def stretch(energy):
    return 1 + 2 * ALPHA * energy


def inverse_mass(energy):
    s = stretch(energy)
    return (2 / s + 1 / s**3) / (3 * MASS)


def fermi(energy, mu, temp):
    return expit((mu - energy) / (KB * temp))


K, W = panel_grid(0, K_MAX, 400)
STATES = W * K**2 / np.pi**2                       # both spins
E = kane(K)


def find_mu(temp, density=DENSITY, energy=E, states=STATES):
    return brentq(lambda mu: states @ fermi(energy, mu, temp) - density,
                  -20, 20, xtol=1e-13)


def weight(temp, density=DENSITY):
    mu = find_mu(temp, density)
    return STATES @ (fermi(E, mu, temp) * inverse_mass(E))


def displaced_weight(band, temp, shift=0.01):
    """n/m_opt from the current of a distribution displaced by 'shift' in k."""
    mu = find_mu(temp, energy=band(K))
    u, wu = np.polynomial.legendre.leggauss(24)
    kk = K[:, None]
    moved = np.sqrt(kk**2 + shift**2 - 2 * kk * shift * u)
    slope = (band(K + 1e-4) - band(K - 1e-4)) / 2e-4
    angular = fermi(band(moved), mu, temp) @ (wu * u)
    return np.sum(W * K**2 * slope * angular) / (2 * np.pi**2) / shift / (2 * H2)


def enz_energy(d, gamma=GAMMA):
    return np.sqrt(PLASMA * d / EPS_INF - gamma**2)


def permittivity(w, d, gamma=GAMMA):
    return EPS_INF - PLASMA * d / (w**2 + 1j * gamma * w)


# --- Curvatures of the band, across and along k, by finite differences
for k0 in (0.8, 3.0, 6.0):
    h = 1e-3
    e0 = kane(k0)
    along = (kane(k0 + h) - 2 * e0 + kane(k0 - h)) / h**2 / (2 * H2)
    across = 2 * (kane(np.hypot(k0, h)) - e0) / h**2 / (2 * H2)
    s0 = stretch(e0)
    assert abs(along * MASS * s0**3 - 1) < 1e-4
    assert abs(across * MASS * s0 - 1) < 1e-4
    assert abs((along + 2 * across) / 3 / inverse_mass(e0) - 1) < 1e-4

# --- Plasma weight from its definition, and the Fermi-edge form
for temp in (T_COLD, T_MID, T_HOT):
    assert abs(displaced_weight(kane, temp) / weight(temp) - 1) < 1e-4
    f = fermi(E, find_mu(temp), temp)
    slope = 2 * H2 * K / (MASS * stretch(E))
    edge = W * slope * f * (1 - f) / (KB * temp) * K**3 / (3 * np.pi**2)
    assert abs(edge @ (1 / (MASS * stretch(E))) / weight(temp) - 1) < 1e-8

# --- Heating lowers the weight at every step; mu falls too
scan = np.linspace(300, 8000, 23)
assert np.all(np.diff([weight(t) for t in scan]) < 0)
assert np.all(np.diff([find_mu(t) for t in scan]) < 0)

# --- Controls: constant inverse mass gives no change, a rising one the reverse
parabolic = lambda k: H2 * k**2 / MASS
stiffening = lambda k: H2 * k**2 / MASS * (1 + 0.05 * k**2)
par = [displaced_weight(parabolic, t) for t in (1000.0, T_HOT)]
stiff = [displaced_weight(stiffening, t) for t in (1000.0, T_HOT)]
assert max(abs(np.array(par) * MASS / DENSITY - 1)) < 1e-6
assert stiff[1] > 1.01 * stiff[0]

# --- Low-temperature law against full integrals
k_f = (3 * np.pi**2 * DENSITY) ** (1 / 3)
e_f = kane(k_f)
s_f = stretch(e_f)
gam_f = e_f + ALPHA * e_f**2
d_zero = DENSITY / (MASS * s_f)


def low_t_law(temp):
    return -(np.pi**2 / 6) * (KB * temp)**2 * ALPHA / gam_f * (2 + 3 / s_f**2)


law_error = [abs((weight(t) / d_zero - 1) / low_t_law(t) - 1) for t in (300., 600.)]
assert law_error[0] < 0.01 and law_error[0] < law_error[1] / 3

# --- Electrons moved across the single crossing of the two Fermi functions
mu_c, mu_h = find_mu(T_COLD), find_mu(T_HOT)
e_cross = (mu_c * T_HOT - mu_h * T_COLD) / (T_HOT - T_COLD)
line = np.linspace(0, 10, 4001)
sign = np.sign(fermi(line, mu_h, T_HOT) - fermi(line, mu_c, T_COLD))
sign = sign[sign != 0]
assert np.count_nonzero(np.diff(sign)) == 1 and sign[0] < 0
k_cross = np.sqrt(MASS * (e_cross + ALPHA * e_cross**2) / H2)
parts = []
for low, high, panels in ((0, k_cross, 60), (k_cross, K_MAX, 400)):
    kk, ww = panel_grid(low, high, panels)
    en = kane(kk)
    change = ww * kk**2 / np.pi**2 * (fermi(en, mu_h, T_HOT) - fermi(en, mu_c, T_COLD))
    parts.append((change.sum(), change @ inverse_mass(en) / change.sum()))
(lost, k_left), (gained, k_entered) = parts
assert abs(lost + gained) < 1e-8 and k_entered < k_left
d_c, d_m, d_h = weight(T_COLD), weight(T_MID), weight(T_HOT)
assert abs(gained * (k_entered - k_left) - (d_h - d_c)) < 1e-7

# --- ENZ point: numerical root of Re eps against the formula
for d in (d_c, d_m, d_h):
    root = brentq(lambda w: permittivity(w, d).real, 0.2, 2.0, xtol=1e-13)
    assert abs(root / enz_energy(d) - 1) < 1e-9
lam_c, lam_m, lam_h = [HC / enz_energy(d) for d in (d_c, d_m, d_h)]
assert lam_c < lam_m < lam_h
shift = lam_h - lam_c

# --- Grid convergence of the hot ENZ wavelength
k2, w2 = panel_grid(0, K_MAX, 200)
st2, en2 = w2 * k2**2 / np.pi**2, kane(k2)
mu2 = find_mu(T_HOT, energy=en2, states=st2)
grid_shift = HC / enz_energy(st2 @ (fermi(en2, mu2, T_HOT) * inverse_mass(en2))) - lam_h
assert abs(grid_shift) < 1e-5

# --- Neglected: interband background of the two-band partner model.
# Interband strength per state is checked by diagonalizing its Hamiltonian.
pauli = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
speed = np.sqrt(H2 / (MASS * ALPHA))
dirs = [speed * np.kron(pauli[0], p) for p in pauli]
kv = np.array([0.7, -1.9, 2.2])
ham = np.kron(pauli[2], np.eye(2)) / (2 * ALPHA) + sum(a * b for a, b in zip(kv, dirs))
val, vec = np.linalg.eigh(ham)
omega = val[3] - val[0]
strength = sum(np.sum(abs(vec[:, 2:].conj().T @ a @ vec[:, :2])**2) for a in dirs) / 2
e_test = kane(np.linalg.norm(kv))
assert abs(omega * ALPHA / stretch(e_test) - 1) < 1e-10
assert abs(2 * strength / omega / 3 / (2 * H2) / inverse_mass(e_test) - 1) < 1e-10
delta_f = fermi(E, mu_h, T_HOT) - fermi(E, mu_c, T_COLD)


def background_change(w):
    return -PLASMA * np.sum(STATES * delta_f * inverse_mass(E)
                            / ((stretch(E) / ALPHA)**2 - w**2))


w_bg = brentq(lambda w: permittivity(w, d_h).real + background_change(w), 0.3, 1.5)
extra_bg = HC / w_bg - lam_h
assert extra_bg > 0

# --- Neglected: damping rise, and impurity-type damping proportional to 1/(k^2 v)
extra_damping = HC / enz_energy(d_h, 1.5 * GAMMA) - lam_h
rate = GAMMA * (stretch(E) / K**3) / (s_f / k_f**3)


def enz_variable_rate(temp, mu):
    f = fermi(E, mu, temp)
    dedk = 2 * H2 * K / (MASS * stretch(E))
    part = W * dedk * f * (1 - f) / (KB * temp) * K**3 / (3 * np.pi**2) / (MASS * stretch(E))
    return HC / brentq(lambda w: EPS_INF - PLASMA * np.sum(part / (w**2 + rate**2)), 0.2, 2)


shift_rate = enz_variable_rate(T_HOT, mu_h) - enz_variable_rate(T_COLD, mu_c)

# --- Neglected: inverse mass frozen above 2 eV; pairs; lattice; use temperature
frozen = inverse_mass(np.minimum(E, 2.0))
f_c, f_h = fermi(E, mu_c, T_COLD), fermi(E, mu_h, T_HOT)
shift_frozen = (HC / enz_energy(STATES @ (f_h * frozen))
                - HC / enz_energy(STATES @ (f_c * frozen)))
above_two = np.sum((STATES * f_h)[E > 2.0]) / DENSITY
pairs = (2 * (HOLE_MASS * KB * T_HOT / (4 * np.pi * H2))**1.5
         * np.exp(-(mu_h + GAP) / (KB * T_HOT)) / DENSITY)
heat = STATES @ (E * delta_f) * sc.e * 1e21         # J/cm3
warm = HC / enz_energy(weight(400.0)) - lam_c
n_cancel = brentq(lambda n: weight(T_HOT, n) - d_c, 1.0, 3.0)
assert n_cancel > DENSITY
eps_hot = permittivity(HC / lam_c, d_h)
mobility = sc.e / (sc.m_e * DENSITY / d_c * GAMMA * sc.e / sc.hbar) * 1e4

print(f"density n = {DENSITY*1e21:.2e} cm^-3")
print(f"band-edge mass = {MASS:.2f} m0, alpha = {ALPHA:.2f} 1/eV")
print(f"eps_inf = {EPS_INF:.1f}, hbar*Gamma = {GAMMA:.2f} eV")
print(f"mobility implied at 300 K = {mobility:.1f} cm2/Vs")
print(f"Fermi wavevector = {k_f:.3f} 1/nm")
print(f"gamma_F = {gam_f:.4f} eV, E_F = {e_f:.4f} eV, s_F = {s_f:.4f}")
print(f"K at band edge = {inverse_mass(0):.3f}, at E_F = {inverse_mass(e_f):.3f} 1/m0")
for t, d, lam in ((T_COLD, d_c, lam_c), (T_MID, d_m, lam_m), (T_HOT, d_h, lam_h)):
    mu = find_mu(t)
    print(f"T = {t:.0f} K: kT = {KB*t:.4f} eV, mu = {mu:.4f} eV")
    print(f"  mass at mu = {MASS*stretch(mu):.4f} m0, optical mass = {DENSITY/d:.4f} m0")
    print(f"  hbar*wp = {np.sqrt(PLASMA*d):.4f} eV, ENZ = {enz_energy(d):.4f} eV = {lam:.1f} nm")
print(f"ENZ redshift 300 to 2000 K = {lam_m-lam_c:.1f} nm")
print(f"ENZ redshift 300 to 4000 K = {shift:.1f} nm")
print(f"change of wp^2, 300 to 4000 K = {100*(d_h/d_c-1):.2f} %")
print(f"change of wp, 300 to 4000 K = {100*(np.sqrt(d_h/d_c)-1):.2f} %")
for t in (600.0, T_MID, T_HOT):
    print(f"wp^2 change from 0 to {t:.0f} K: full {100*(weight(t)/d_zero-1):.3f} %, "
          f"low-T law {100*low_t_law(t):.3f} %")
print(f"crossing energy, 300 and 4000 K = {e_cross:.4f} eV")
print(f"electrons moved up across it = {gained*1e21:.3e} cm^-3")
print(f"mean K of states left = {k_left:.4f} 1/m0, entered = {k_entered:.4f} 1/m0")
print(f"n/m_opt: cold {d_c:.4f}, hot {d_h:.4f}, change {d_h-d_c:.4f} (1e21 cm^-3/m0)")
print(f"hot eps at cold ENZ wavelength = {eps_hot.real:.3f} + {eps_hot.imag:.3f} i")
print(f"parabolic control: weight ratio 4000 K/1000 K = {par[1]/par[0]:.6f}")
print(f"stiffening control: weight ratio 4000 K/1000 K = {stiff[1]/stiff[0]:.4f}")
print(f"absorbed energy to reach 4000 K = {heat:.1f} J/cm3")
print(f"  in a {FILM_NM:.0f} nm film = {heat*FILM_NM*1e-7*1e3:.3f} mJ/cm2")
print("Neglected effects at 4000 K:")
print(f"damping up by 50 %: extra shift = {extra_damping:.1f} nm")
print(f"impurity-type damping: total redshift = {shift_rate:.1f} nm")
print(f"interband background: eps change = {background_change(w_bg):.4f}, "
      f"extra shift = {extra_bg:.1f} nm")
print(f"  gap of that two-band model = {1/ALPHA:.2f} eV")
print(f"electrons above 2 eV = {100*above_two:.2f} %")
print(f"inverse mass frozen above 2 eV: redshift = {shift_frozen:.1f} nm")
print(f"rough gap = {GAP:.1f} eV, rough hole mass = {HOLE_MASS:.1f} m0")
print(f"thermal pairs across gap / n = {pairs:.1e}")
print(f"rough lattice heat capacity = {LATTICE_HEAT:.1f} J/(cm3 K)")
print(f"later lattice heating = {heat/LATTICE_HEAT:.1f} K")
print(f"electrons at 400 K instead of 300 K: shift = {warm:.2f} nm")
print(f"density rise that cancels the redshift = {100*(n_cancel/DENSITY-1):.1f} %")
print(f"ENZ change on halving the grid = {abs(grid_shift):.1e} nm")
print("tests ok")
```

It prints:

```
density n = 1.00e+21 cm^-3
band-edge mass = 0.25 m0, alpha = 0.40 1/eV
eps_inf = 4.0, hbar*Gamma = 0.10 eV
mobility implied at 300 K = 25.3 cm2/Vs
Fermi wavevector = 3.094 1/nm
gamma_F = 1.4586 eV, E_F = 1.0323 eV, s_F = 1.8258
K at band edge = 4.000, at E_F = 1.680 1/m0
T = 300 K: kT = 0.0259 eV, mu = 1.0311 eV
  mass at mu = 0.4562 m0, optical mass = 0.4569 m0
  hbar*wp = 1.7373 eV, ENZ = 0.8629 eV = 1436.9 nm
T = 2000 K: kT = 0.1723 eV, mu = 0.9798 eV
  mass at mu = 0.4460 m0, optical mass = 0.4740 m0
  hbar*wp = 1.7056 eV, ENZ = 0.8469 eV = 1464.0 nm
T = 4000 K: kT = 0.3447 eV, mu = 0.8179 eV
  mass at mu = 0.4136 m0, optical mass = 0.5204 m0
  hbar*wp = 1.6277 eV, ENZ = 0.8077 eV = 1535.0 nm
ENZ redshift 300 to 2000 K = 27.1 nm
ENZ redshift 300 to 4000 K = 98.1 nm
change of wp^2, 300 to 4000 K = -12.21 %
change of wp, 300 to 4000 K = -6.30 %
wp^2 change from 0 to 600 K: full -0.349 %, low-T law -0.350 %
wp^2 change from 0 to 2000 K: full -3.697 %, low-T law -3.886 %
wp^2 change from 0 to 4000 K: full -12.288 %, low-T law -15.543 %
crossing energy, 300 and 4000 K = 1.0484 eV
electrons moved up across it = 3.773e+20 cm^-3
mean K of states left = 2.0409 1/m0, entered = 1.3326 1/m0
n/m_opt: cold 2.1888, hot 1.9216, change -0.2673 (1e21 cm^-3/m0)
hot eps at cold ENZ wavelength = 0.488 + 0.407 i
parabolic control: weight ratio 4000 K/1000 K = 1.000000
stiffening control: weight ratio 4000 K/1000 K = 1.0268
absorbed energy to reach 4000 K = 50.2 J/cm3
  in a 100 nm film = 0.502 mJ/cm2
Neglected effects at 4000 K:
damping up by 50 %: extra shift = 14.9 nm
impurity-type damping: total redshift = 105.7 nm
interband background: eps change = 0.0512, extra shift = 9.9 nm
  gap of that two-band model = 2.50 eV
electrons above 2 eV = 5.82 %
inverse mass frozen above 2 eV: redshift = 95.1 nm
rough gap = 3.6 eV, rough hole mass = 3.0 m0
thermal pairs across gap / n = 1.7e-05
rough lattice heat capacity = 2.5 J/(cm3 K)
later lattice heating = 20.1 K
electrons at 400 K instead of 300 K: shift = 0.49 nm
density rise that cancels the redshift = 16.7 %
ENZ change on halving the grid = 0.0e+00 nm
tests ok
```
